Screening charge of an impurity that does not scatter

Q: I have an impurity in a free-electron metal that acts on s waves alone. Its phase shift at the Fermi energy is δ = π. The cross-section contains sin²δ, which is zero, so the electrons at the Fermi level do not notice the impurity. If they do not notice it, they do not pile up around it. I conclude that there is no screening charge, and that the impurity has the valence of the host.

A: Let us take the first half before the second. I use atomic units, so E = k²/2, two spin states per orbital, and u(r) = r times the radial wave function. The potential is the final, screened one-electron potential and vanishes beyond a radius a. Outside it, u = sin(kr + δ). What does the scattered wave look like?

Q: The free s wave is

sin(kr)/(kr) = [e^{ikr} − e^{−ikr}]/(2ikr).

The impurity cannot alter the incoming part, and elastic scattering can give the outgoing part only a phase factor e^{2iδ}. The new wave is

[e^{2iδ}e^{ikr} − e^{−ikr}]/(2ikr) = e^{iδ} sin(kr + δ)/(kr).

Subtracting the free wave leaves f e^{ikr}/r, with

f = (e^{2iδ} − 1)/(2ik) = e^{iδ} sin δ/k,  σ = 4π|f|² = 4π sin²δ/k².

At δ = π, f = 0.

A: Agreed, and more than the cross-section is unchanged: e^{iπ} sin(kr + π) = sin(kr), so the whole wave outside the impurity is the free one. But your formulas contain δ through e^{2iδ} alone. What would they say for δ = 0, or for δ = −π?

Q: The same thing. Why should I distinguish them? A phase shift is defined up to a multiple of π.

A: It is, if all you know is the outside wave at one energy. You can fix the multiple by switching the potential on from zero strength and following δ continuously. I call the result the absolute phase shift, and I take your π in that sense. Here is a case. Let EF = 7.00 eV, so kF = 1.3555 Å⁻¹, and let a square well of radius a = 1.80 Å and depth D act on the s channel alone. Inside, u is proportional to sin(qr) with q² = k² + 2D. Matching u/u′ at r = a gives

tan(ka + δ) = (k/q) tan(qa).

As D grows from zero, qa grows from ka. Both tangents vanish together and diverge together, so the angles ka + δ and qa pass each multiple of π/2 at the same moment and stay in the same quadrant. A depth of 25.01 eV gives, at kF,

q = 1.3555 √(32.01/7.00) = 2.899 Å⁻¹,  qa = 5.218,  kFa = 2.440.

The right side is (1.3555/2.899) tan(5.218) = −0.845, and tan(2.440) has that value too, within rounding. So δ is a multiple of π. Which one?

Q: The angle 5.218 lies between 3π/2 and 2π. With δ = 0 the other angle would be 2.440, which is in the wrong quadrant. With δ = π it is 5.582, which is in the right one. So δ = π and not 0. Does that leave any physical trace?

A: Count the nodes of u at the Fermi energy. Out to 12.75 Å the free wave has 5 and the wave with the well has 6. The sixth is inside the well, at qr = π. The outside wave has returned to its free form, but only after half an extra oscillation inside.

Q: An extra wiggle is not an extra electron.

A: Then count electrons. Enclose the metal in a hard-walled sphere of radius L centred on the impurity. Which s levels are allowed?

Q: Those with u(L) = 0:

kL + δ(k) = nπ,  n = 1, 2, 3, …

In the empty box it is kL = nπ.

A: The integer n is the serial number of the level. The condition u(0) = 0 fixes u up to a factor, so two s levels never coincide, and they keep their order while the potential is switched on. If L is large enough for kL + δ(k) to rise with k, the number of levels per spin below EF is the number of integers n below (kFL + δ)/π. Put x = kFL/π.

Q: The free box has the integers below x. With δ = π it has the integers below x + 1. That is one more, whatever x is. With two spins it is two electrons, at the same Fermi energy!

A: Direct diagonalization agrees. In boxes with x = 15.1, 15.3, 15.7 and 15.9 the well adds 1, 1, 1 and 1 level per spin below EF. In a box of 34.77 Å, where x = 15, the 15th free level is at 7.0000 eV and the 16th level with the well is at 6.9999 eV. So both spectra have a level at EF, within the accuracy of the grid, but its serial number differs by one.

Q: Does the same count work for a phase shift that does scatter?

A: Take δ = π/2, which needs a depth of 14.36 eV. You then count integers below x + 1/2. If the fractional part of x is less than 1/2 there is no extra level, and if it is more there is one. The four boxes give 0, 0, 1, 1. The average is half a level per spin, or one electron in all. So in the s channel one electron of screening charge goes with the largest possible scattering, and two go with none.

Q: The extra electrons may be somewhere in the box without being near the impurity. Screening charge has to sit close by.

A: That calls for the charge inside a sphere of radius R > a. First we need the integral of u² up to R. Let w = ∂u/∂k, and let a prime on u or w mean d/dr. With V the potential,

u″ = (2V − k²)u,
w″ = (2V − k²)w − 2ku,

where the second line is the k-derivative of the first. Multiply the first by w, the second by u, and subtract:

(u′w − uw′)′ = u″w − uw″ = 2ku².

Both u and w vanish at r = 0, so integration gives

∫₀ᴿ u² dr = [u′w − uw′] at R, divided by 2k.

At R write θ = kR + δ, and δ′ = dδ/dk. Then

u = sin θ,  u′ = k cos θ,
w = (R + δ′) cos θ,  w′ = cos θ − k(R + δ′) sin θ.

The two terms in R + δ′ combine through cos²θ + sin²θ = 1:

∫₀ᴿ u² dr = (R + δ′)/2 − sin(2kR + 2δ)/(4k).

Q: That is for a wave of unit amplitude outside. In the box each state must be normalized, and the spacing of the levels changes too.

A: Those two changes cancel. At R = L we have θ = nπ, so the sine is zero and the norm is (L + δ′)/2. The condition kL + δ = nπ gives (L + δ′)/π levels per unit k. Their ratio is 2/π, with or without the impurity. With two spins, each interval dk contributes (4/π) dk times the integral above. Now subtract the free gas and sum up to kF:

ΔN_cont(R) = (4/π) ∫₀^{kF} dk { δ′/2 − [sin(2kR + 2δ) − sin(2kR)]/(4k) }
= (2/π)[δ(kF) − δ(0)] − (1/π) ∫₀^{kF} dk [sin(2kR + 2δ) − sin(2kR)]/k.

Q: And when R grows?

A: The bracket in the last integral equals 2 sin δ cos(2kR + δ). Since δ(0) is a multiple of π, sin δ/k stays finite as k → 0, except when a level sits right at zero energy, which I exclude. A finite smooth function times an ever faster oscillation integrates to zero. So the last term dies out and the continuum gathers (2/π)[δ(kF) − δ(0)].

Q: What is δ(0)? If it is π, your formula gives zero, and I am right after all.

A: Use the box again. Let k go to zero from above in a large box. The integers n below (kL + δ)/π then number δ(0)/π, and they label the levels that have gone below zero energy, the bound ones. With N_b bound levels per spin, δ(0) = N_b π. The bound levels are full and hold 2N_b electrons, so the total is

Z = 2N_b + (2/π)[δ(kF) − N_b π] = (2/π) δ(kF).

This is the Friedel sum rule for a single s channel. At δ(kF) = π it gives Z = 2.

Q: How is it divided in your well?

A: There is one bound level per spin, 17.34 eV below the bottom of the band, so N_b = 1. The bound pair supplies 2 and the continuum a net 0. The numbers of electrons gathered within R are:

R = 1.8 Å: bound 1.873, continuum +0.055, total 1.928
R = 3.0 Å: bound 1.999, continuum −0.001, total 1.999
R = 5.0 Å: bound 2.000, continuum +0.004, total 2.004
R = 10.0 Å: bound 2.000, continuum −0.0005, total 1.9995

So the charge is local: 96 percent of it is within the well radius.

Q: Then I have an objection. A pair bound by 17 eV is a closed shell. I would count it as part of the ion core. The conduction electrons gather nothing, as I said at the start.

A: You may move the pair into the core, provided that you also subtract its charge from the valence you assign to the ion. That is a change of bookkeeping, and the total of two electrons relative to the undisturbed gas stands. Even then, "nothing" describes the net sum and not each energy. The phase is 1.169π at kF/4, 1.183π at kF/2, 1.110π at 3kF/4 and π at kF. The lower half of the range in k gathers 2(1.183 − 1) = 0.37 electron and the upper half gives it back. At kF/2, sin²δ is about 0.30, so the impurity is far from transparent there.

But your objection suggests a case with no bound level to argue about. What does the sum rule say for δ(kF) = −π?

Q: Z = −2. Let me try a potential that is nowhere attractive, which binds nothing. Then N_b = 0, δ(0) = 0, and the conduction electrons alone must lose two. Can a finite barrier do that?

A: Take an s-only barrier of radius b = 3.00 Å and height V₀ above EF. Inside, u is proportional to sinh(κr) with κ² = 2V₀ − k². Matching at b gives

δ = arctan[(k/κ) tanh(κb)] − kb.

For V₀ = 10.94 eV, at the Fermi energy,

κ = 1.3555 √[(10.94 − 7.00)/7.00] = 1.017 Å⁻¹,
δ = arctan[1.333 × 0.996] − 4.067 = 0.925 − 4.067 = −3.142.

The box counts change by −1, −1, −1, −1 level per spin. This barrier is as transparent at the Fermi energy as your well, and two conduction electrons have been pushed out.

Q: So three impurities, with phases −π, 0 and π, have the same zero cross-section and displace −2, 0 and +2 electrons. Where did my argument break?

A: At "they do not notice it". Scattering at EF tests the outside wave at one energy, and it depends on e^{2iδ}. The charge is a sum over all occupied states, and it depends on how far the phase has wound in total. From sin δ(kF) = 0 you may conclude that Z is an even integer in the s-only model. You may not conclude that it is zero.

Q: Does transparency leave any mark on the charge itself? I would expect the ripples of the screening cloud to come from scattering at the Fermi surface.

A: They do, and you can read them from the integral we let die out. Write it as the imaginary part of

I = ∫₀^{kF} e^{2ikR} g(k) dk,  g(k) = (e^{2iδ} − 1)/k.

Two integrations by parts at the upper limit give

I ≈ e^{2ikFR} [g(kF)/(2iR) + g′(kF)/(4R²)].

The lower limit adds no inverse power of R. Reversing k turns e^{2iδ} into e^{−2iδ}, so the imaginary part of the integrand is even in k. The integral is half of one from −kF to kF, with a smooth integrand and no end point at k = 0.

Q: For a general phase I put g(kF) = 2i e^{iδ} sin δ/kF into the first term. Its imaginary part is sin δ sin(2kFR + δ)/(kFR), so

ΔN(R) ≈ Z − sin δ sin(2kFR + δ)/(πkFR).

At δ = π that vanishes.

A: Then the second term leads. Differentiating g, and using e^{2iδ} = 1 at kF, gives g′(kF) = 2iδ′/kF. Therefore

ΔN(R) ≈ 2 − δ′(kF) cos(2kFR)/(2πkFR²).

The density is the R-derivative divided by 4πR². To leading order at large R,

general δ: Δn ≈ −sin δ cos(2kFR + δ)/(2π²R³),
δ = π: Δn ≈ δ′(kF) sin(2kFR)/(4π²R⁴).

The usual 1/R³ ripple is missing and a weaker 1/R⁴ ripple remains.

For the well, δ′(kF) = −1.1045 Å. At R = 81.12 Å the cosine is +1, and

ΔN − 2 ≈ 1.1045/(2π × 1.3555 × 81.12²) = 1.97 × 10⁻⁵.

Direct integration of the wave functions gives 2.00 × 10⁻⁵. For the well with δ = π/2 the departure from its total of 1 at the same radius is −2.9 × 10⁻³, over a hundred times larger in size. So transparency weakens the far ripple but does not remove the total charge.

Q: What would I measure as resistivity?

A: In SI units, let the metal have n conduction electrons per volume, one per atom, and a fraction c of impurities. The s-wave scattering is isotropic, so each collision removes, on average, the whole forward momentum. The rate is 1/τ = cn v_F σ, and with mv_F = ħkF,

ρ = m/(ne²τ) = cħkFσ/e².

For δ = π/2, σ = 4π/kF² = 6.84 Å². With c = 0.01 and ħ/e² = 4108 Ω,

ρ = 0.01 × 4108 Ω × 1.3555 × 10¹⁰ m⁻¹ × 6.84 × 10⁻²⁰ m² = 3.81 × 10⁻⁸ Ω m,

or 3.81 μΩ cm. For δ = π the zero-temperature value is zero.

Q: And at 300 K? The electrons are spread over an energy range, and δ is π at one energy.

A: Assume that another mechanism supplies a constant background ρ_b. Let ρ_u = 3.81 μΩ cm be the largest s-wave value, and let angle brackets denote the average over energy with weight −df/dE, where f(E) is now the Fermi function. Holding the velocity and ρ_b constant over the thermal range, the conductivity is

⟨1/(ρ_b + ρ_u sin²δ)⟩ ≈ 1/ρ_b − ρ_u⟨sin²δ⟩/ρ_b².

Its inverse is ρ_b + ρ_u⟨sin²δ⟩ to first order. Near EF, sin²δ ≈ (dδ/dE)²(E − EF)², and the average of (E − EF)² is π²(k_BT)²/3. Here dE/dk = 2EF/kF = 10.33 eV Å, so dδ/dE = −1.1045/10.33 = −0.107 eV⁻¹, and

⟨sin²δ⟩ ≈ (π²/3)(0.107 × 0.02585)² = 2.5 × 10⁻⁵.

With ρ_b = 2.0 μΩ cm the added resistivity is about 1 × 10⁻⁴ μΩ cm. The background matters in this argument. Without it the average of 1/sin²δ diverges at EF, and the model has no resistivity at 300 K either.

Q: Could I then find a solute in copper that adds two electrons and no resistance?

A: Not on the strength of this model. A Fermi energy of 7 eV with one conduction electron per atom is roughly the regime of copper, and 2 μΩ cm is roughly its resistivity at room temperature. Gallium, with three outer electrons against one, is a solute with an excess valence of two. The assumption that fails is "s waves alone". Your own impurity needs a potential that depends on angular momentum. If the same 25 eV well acts on every l, the p and d phases are 0.70π and 0.79π, the total charge is 16.3 electrons, and 1 atomic percent gives 15.2 μΩ cm.

Q: A real solute would not gather sixteen electrons.

A: No. A metal cannot sustain a long-range field, so electrons flow in until the excess ionic charge is cancelled. If the lattice distortion is neglected, that fixes Z at the excess valence. So keep Z = 2 and let some of the charge enter the p channel. The counting argument applies to each of its three orbitals, so Z = (2/π)(δ₀ + 3δ₁). The amplitude is now

f = (A₀ + 3A₁ cos θ)/k,  A_l = e^{iδ_l} sin δ_l,

where θ is the scattering angle. Resistivity weights |f|² by 1 − cos θ. With y = cos θ, the integrals from −1 to 1 of 1 − y, y²(1 − y) and y(1 − y) are 2, 2/3 and −2/3. Hence

σ_tr = 2π ∫ |f|²(1 − y) dy
= (4π/k²)[sin²δ₀ + 3 sin²δ₁ − 2 sin δ₀ sin δ₁ cos(δ₀ − δ₁)]
= (4π/k²)[sin²(δ₀ − δ₁) + 2 sin²δ₁].

The last line uses sin²(δ₀ − δ₁) = sin²δ₀ + sin²δ₁ − 2 sin δ₀ sin δ₁ cos(δ₀ − δ₁).

Q: With δ₁ = 0.1 the sum rule requires δ₀ = π − 0.3. The bracket is sin²(0.4) + 2 sin²(0.1) = 0.172, so ρ = 0.65 μΩ cm. With δ₀ = δ₁ = π/4 the bracket is 1, and ρ is back to 3.81 μΩ cm. The charge is two electrons each time.

A: So at fixed charge the resistivity depends on how the charge is shared among the channels, and a p phase of only 0.1 outweighs the thermal effect by far. For comparison, making the s-only well 1 eV deeper gives Z = 2.06 and 0.035 μΩ cm.

The electron–electron repulsion also deserves a number. The bare repulsion of the bound pair is 11.4 eV, which is not small beside the 17.3 eV by which each of the two electrons is bound. Its average effect must already be contained in the screened potential, and I have prescribed that potential without computing it self-consistently. The band structure of copper and the lattice distortion around a solute are left out, and I have no estimate for them here.

Q: Then I withdraw the conclusion about valence. A vanishing residual resistivity would tell me that the phases at EF are multiples of π, and I would still have to find out which multiples.

A: Yes, within this model of independent electrons and a spherical impurity. To find them you need information beyond scattering at one energy: the phase followed continuously from high energy (where it tends to zero) or from zero potential strength, a count of levels in each channel, or, if s waves alone are affected, the charge itself. The numerical output below lists the depths of the two s-only wells, the height of the barrier, and the change in the level count for each.

Calculated quantities

```
Fermi energy: 7.00 eV
Fermi wave number: 1.3555 1/angstrom
conduction electron density: 0.0841 1/angstrom^3
well radius: 1.80 angstrom
well depth for delta = pi: 25.013 eV
well depth for delta = pi/2: 14.357 eV
barrier radius: 3.00 angstrom
barrier height for delta = -pi: 10.943 eV
bound level, from band bottom: -17.340 eV
number of bound levels per spin: 1
delta/pi at k = 0.25 kF: 1.1688
delta/pi at k = 0.50 kF: 1.1831
delta/pi at k = 0.75 kF: 1.1100
delta/pi at k = 1.00 kF: 1.0000
d delta/dk at kF: -1.1045 angstrom
sin^2 delta by integration, pi well: 2.3e-20
sin^2 delta by integration, pi/2 well: 1.000000
nodes to 12.75 angstrom, free / pi well: 5 / 6
box sizes kF L/pi: [15.1, 15.3, 15.7, 15.9]
extra levels per spin, delta = pi: [1, 1, 1, 1]
extra levels per spin, delta = pi/2: [0, 0, 1, 1]
extra levels per spin, delta = -pi: [-1, -1, -1, -1]
box of 34.766 angstrom, free level 15: 7.0000 eV
same box, pi well, level 16: 6.9999 eV
electrons inside 1.8 angstrom, bound + continuum = total: 1.8732 +0.0550 = 1.9282
electrons inside 3.0 angstrom, bound + continuum = total: 1.9992 -0.0006 = 1.9987
electrons inside 5.0 angstrom, bound + continuum = total: 2.0000 +0.0043 = 2.0043
electrons inside 10.0 angstrom, bound + continuum = total: 2.0000 -0.0005 = 1.9995
R = 81.12 angstrom, pi well, N-2, found / law: 1.998e-05 / 1.971e-05
R = 81.12 angstrom, pi/2 well, N-1, found / law: -2.899e-03 / -2.895e-03
R = 82.28 angstrom, pi well, N-2, found / law: -1.942e-05 / -1.916e-05
R = 82.28 angstrom, pi/2 well, N-1, found / law: 2.859e-03 / 2.854e-03
largest s-wave cross-section: 6.840 angstrom^2
impurity concentration: 1.0 atomic percent
resistivity, delta = pi/2 (Z = 1): 3.809 microohm cm
resistivity, delta = pi (Z = 2), 0 K: 8.6e-20 microohm cm
background resistivity: 2.0 microohm cm
temperature: 300 K, kT = 0.02585 eV
thermal mean of sin^2 delta, found / law: 2.514e-05 / 2.514e-05
resistivity added at this temperature: 9.57e-05 microohm cm
well 1 eV deeper: Z = 2.0607, resistivity = 0.0346 microohm cm
Z = 2 with p phase 0.1 rad: 0.653 microohm cm
Z = 2 with s and p phases pi/4: 3.809 microohm cm
same well on all l, delta/pi for l = 0 to 4: 1.0000 0.7038 0.7922 0.1473 0.0026
same well on all l: Z = 16.255, resistivity = 15.178 microohm cm
bare repulsion of the bound pair: 11.37 eV
```
